\section*{Inverting a resolved Zeeman pattern for J and g values}

\section{Five lines with a slope}

In a model atom, one circularly polarized Zeeman group has five lines. They are shifted from the field-free line by $5.00\times10^{-5}$ to $8.33\times10^{-5}$ eV, in nearly equal steps. The line nearest the field-free position is the strongest, and the farthest is fifteen times weaker. Why fifteen, and why does the intensity fall outward? The answers give the angular momenta and $g$ factors of the two levels, but, to first order in the field, not which level is the upper one.

Let the upper level have angular momentum $J_1$ and factor $g_1$, the lower one $J_2$ and $g_2$. The field $B$ lies along $z$. In atomic units the Bohr magneton is $1/2$, so the magnetic energy unit is $w=B/2$. To first order in $B$ a sublevel moves by $wgM$, which requires $w$ to be small compared with the fine-structure intervals. Hyperfine structure is left out. A component joining $M_1$ and $M_2$ then moves by $wx$, with
\begin{equation}
x=g_1M_1-g_2M_2,\qquad q=M_1-M_2 .
\label{shift}
\end{equation}
Electric-dipole radiation allows $q=0$ ($\pi$ lines) and $q=\pm1$ ($\sigma^\pm$ lines). The initial sublevels are equally populated, and the small variation of frequency factors across the pattern is neglected. Until stated otherwise, $w$ is known and $\sigma^+$ is separated from $\sigma^-$ by circular analysis.

\section{The smallest sloping pattern, by hand}

Take an upper level with $J=3/2$ and factor $g_>$, and a lower level with $J=1/2$ and factor $g_<$. The labels $>$ and $<$ refer to the size of $J$, not of $g$. There are two $\sigma^+$ lines, starting from $m=\pm1/2$ in the lower level:
\begin{equation}
x(m)=g_>(m+1)-g_<m=g_>+Dm,\qquad D=g_>-g_< .
\label{position}
\end{equation}

Their strengths follow from one commutator. The electric dipole $\mathbf V$ is a vector, so $V_+=V_x+iV_y$ commutes with $J_+$, just as $J_+$ commutes with itself. Write $f(m)=\langle \tfrac32,m+1|V_+|\tfrac12,m\rangle$. Apply $J_+V_+=V_+J_+$ to $|\tfrac12,-\tfrac12\rangle$ and project on $\langle\tfrac32,\tfrac32|$. On the left, $J_+$ raises $|\tfrac32,\tfrac12\rangle$ with coefficient $\sqrt3$. On the right, it raises $|\tfrac12,-\tfrac12\rangle$ with coefficient 1. Hence
\begin{equation}
\sqrt3\,f(-\tfrac12)=f(\tfrac12),
\end{equation}
and the strengths are in the ratio $3:1$. The stronger line belongs to $m=+1/2$.

Call the strongest position $S$ and the weakest $W$. Then $S=g_>+D/2$ and $W=g_>-D/2$. Adding and subtracting,
\begin{equation}
g_>=\frac{S+W}{2},\qquad D=S-W,\qquad g_<=g_>-D=\frac{3W-S}{2}.
\end{equation}
The distance between the lines gives $|D|$; the intensities give its sign. This is the whole method for unequal $J$. A larger $J$ adds lines but no new unknowns.

\section{General strengths for unequal J}

Let the smaller angular momentum be $J$ and the larger $J+1$, with the larger one in the upper level for the moment. Put $f(m)=\langle J+1,m+1|V_+|J,m\rangle$. The matrix element of $J_+V_+=V_+J_+$ between $\langle J+1,m+2|$ and $|J,m\rangle$ is
\begin{equation}
\sqrt{(J-m)(J+m+3)}\,f(m)=\sqrt{(J-m)(J+m+1)}\,f(m+1).
\end{equation}
For $m<J$ the common factor cancels. After squaring, $(J+m+3)f(m)^2=(J+m+1)f(m+1)^2$, which is solved by
\begin{equation}
f(m)^2=c^2(J+m+1)(J+m+2),\qquad m=-J,\ldots,J .
\label{sigma}
\end{equation}
Substitution makes both sides equal to $c^2(J+m+1)(J+m+2)(J+m+3)$.

For the $\pi$ lines use $[J_-,V_+]=-2V_z$, between $\langle J+1,m|$ and $|J,m\rangle$:
\begin{align}
-2\langle V_z\rangle
&=\sqrt{(J+m+2)(J+1-m)}\,f(m)\nonumber\\
&\quad-\sqrt{(J+m)(J-m+1)}\,f(m-1)\nonumber\\
&=c\sqrt{(J+1-m)(J+1+m)}\,[(J+m+2)-(J+m)] .
\end{align}
The bracket is 2, so
\begin{equation}
|\langle V_z\rangle|^2=c^2[(J+1)^2-m^2].
\label{pi}
\end{equation}
The $\pi$ lines lie at $x=Dm$ and are strongest in the middle.

Both factors in (\ref{sigma}) grow with $m$, so the $\sigma^+$ group is strongest at the end $m=J$ and weakest at $m=-J$. The ratio of the ends is
\begin{equation}
R=\frac{(2J+1)(2J+2)}{1\cdot2}=(J+1)(2J+1).
\label{ratio}
\end{equation}
It is 3 for $J=1/2$ and 15 for $J=2$.

With $N$ lines in the group, $J=(N-1)/2$. For $N\ge2$, equation (\ref{position}) at the two ends gives $S-W=2JD$, hence
\begin{equation}
D=\frac{S-W}{N-1},\quad g_>=S-JD,\quad g_<=S-(J+1)D .
\label{inverse}
\end{equation}
If the weaker lines lie on the low-$x$ side of $S$, then $D>0$ and $g_>>g_<$. For $S>0$ this means that the intensity falls from $S$ in the direction of the field-free position, and the group may extend past it. A fall in the opposite direction means $g_><g_<$. For $S<0$ the two conclusions are interchanged.

\section{Why upper and lower cannot be told apart}

Consider a component between upper level $a$ and lower level $b$, with numbers $M_a,M_b$. Exchange the levels and reverse the numbers: $b$ is now the upper level with $-M_b$, and $a$ the lower with $-M_a$. Then
\begin{align}
q'&=-M_b-(-M_a)=M_a-M_b=q,\\
x'&=g_b(-M_b)-g_a(-M_a)=g_aM_a-g_bM_b=x .
\end{align}
The strength is also unchanged. Hermitian conjugation restores the order of the levels and turns $V_\pm$ into $V_\mp$. A half-turn about the $x$ axis reverses all $M$ and turns $V_\mp$ back into $V_\pm$; $V_z$ only changes sign.

To first order in the field, the two assignments therefore give identical patterns, polarization included. The inversion yields an unordered pair of levels, and the order must come from other knowledge. The same symmetry extends (\ref{sigma})--(\ref{inverse}) to the case where the smaller $J$ is the upper one.

\section{Equal J}

For $J_1=J_2=J$, put $f(m)=\langle J,m+1|V_+|J,m\rangle$ between the two levels. The same commutator gives
\begin{equation}
\sqrt{(J-m-1)(J+m+2)}\,f(m)=\sqrt{(J-m)(J+m+1)}\,f(m+1),
\end{equation}
with solution $f(m)=c\sqrt{(J-m)(J+m+1)}$. The second commutator then gives
\begin{align}
-2\langle V_z\rangle&=c[(J-m)(J+m+1)-(J+m)(J-m+1)]\nonumber\\
&=-2cm .
\end{align}
The $\pi$ strengths are proportional to $m^2$: strongest at the edges, with the $m=0$ line absent for integer $J$.

For $\sigma^+$, with $M_2=m$, set $u=m+\tfrac12$. Positions and strengths become
\begin{equation}
x=\frac{g_1+g_2}{2}+(g_1-g_2)u,\qquad
f^2=c^2[(J+\tfrac12)^2-u^2].
\end{equation}
Here $u$ runs from $-(J-\tfrac12)$ to $J-\tfrac12$. The group has $N=2J$ lines and is symmetric about its centre $C=(g_1+g_2)/2$. With spacing $d=|g_1-g_2|$,
\begin{equation}
J=N/2,\qquad g=C\pm d/2 .
\label{equal}
\end{equation}
For half-integer $J$ the strongest line has $u=0$ and marks the mean $g$. For integer $J$ the two strongest have $u=\pm\tfrac12$ and lie at $g_1$ and $g_2$ themselves. When $J=1/2$ there is a single $\sigma^+$ line, and $d$ is the distance between the two $\pi$ lines at $\pm(g_1-g_2)/2$.

\section{The procedure}

Counting $\sigma^+$ and $\sigma^-$ separately, a pattern with $g_1\ne g_2$ has
\begin{align}
\Delta J=\pm1:&\quad 3(2J+1)\ \text{lines},\nonumber\\
\Delta J=0,\ J\ \text{integer}:&\quad 6J\ \text{lines},\nonumber\\
\Delta J=0,\ J\ \text{half-integer}:&\quad 6J+1\ \text{lines}.
\end{align}
In the first row $J$ is the smaller value. The last row gives $4,10,16,\ldots$, never a multiple of three. An odd multiple of three above three means unequal integer $J$. A multiple of six leaves two candidates: six lines may be $3/2$--$1/2$ or $1$--$1$. The $\sigma$ strengths decide, $3:1$ against $1:1$. So does the $\pi$ group: for equal integer $J$ the missing line leaves a central gap of $2d$.

\begin{enumerate}
\item Count the lines. One $\pi$ and one $\sigma^+$ line form a plain triplet, and the inversion stops. Two $\pi$ and one $\sigma^+$ line mean $J_1=J_2=1/2$.
\item Otherwise compare the strengths $a_1,a_N$ at the ends of the $\sigma^+$ group through $K=|a_1-a_N|/(a_1+a_N)$. For equal $J$, $K=0$. For unequal $J$, $K=(R-1)/(R+1)\ge1/2$, because $R\ge3$. A dividing value of $1/4$ separates the cases.
\item Use (\ref{equal}) for $K<1/4$ and (\ref{inverse}) for $K>1/4$.
\end{enumerate}

The dividing value tolerates rough photometry. If each strength may be wrong by 10\%, $K$ stays below about $0.1$ for equal $J$ and above $(2.7-1.1)/(2.7+1.1)\approx0.42$ for unequal $J$. With random errors of this size, the procedure recovered all 2184 non-triplet entries in a catalogue with $J\le3$ and $g$ between $-1.5$ and $1.5$.

\section{The five lines read}

The model atom has a triplet $D$ term above a triplet $P$ term, 2.50 eV apart. Each has a spin-orbit energy $A\,\mathbf L\cdot\mathbf S$ with $A=0.020$ eV, and the spin $g$ factor is set to 2. The line joins the levels with $J=L+1$. There $\mathbf L\cdot\mathbf S=L$, so the field-free energy is $2.50+2A-A=2.52$ eV, or 4920 angstrom. The field is given by $w=5.00\times10^{-5}$ eV, about 0.864 T. The spin-orbit and Zeeman terms were diagonalized together, so the energies are not restricted to first order.

There are five $\pi$ lines and five in each $\sigma$ group, 15 in all. This is an odd multiple of three, so $2J+1=5$: the levels have $J=2$ and $3$. The relative $\sigma$ strengths $1,\ 0.667,\ 0.400,\ 0.200,\ 0.067$ agree with $30:20:12:6:2$ from (\ref{sigma}). The positions are $S=1.000$ and $W=1.667$ in units of $w$, so
\begin{align}
D&=\frac{1.0000-1.6667}{4}=-0.1667,\nonumber\\
g_>&=1.000+2(0.1667)=1.333,\nonumber\\
g_<&=1.000+3(0.1667)=1.500 .
\end{align}
The intensity falls outward because the level with larger $J$ has the smaller $g$.

These values can be checked without the pattern. The state with $M=J=L+1$ has $M_L=L$ and $M_S=1$, so its magnetic shift is $(L+2)w=gJw$. This gives $g=4/3$ for $J=3$ and $g=3/2$ for $J=2$. The strongest line joins two such states, and $S=4-3=1$.

The line spacing is $8.33\times10^{-6}$ eV, or 0.0163 angstrom. Resolving it takes a resolving power of about $3\times10^5$, and lines narrower than the spacing. In a gas the Doppler width already competes: for atoms of mass 40 it is about 0.6 of the spacing at 300 K and about equal to it at 1000 K.

\section{Removing the line centre and the even shifts}

The middle $\pi$ line joins two $M=0$ states and has no first-order shift, yet it moves by $-4.2\times10^{-9}$ eV. A half-turn about the $x$ axis reverses both $M$ and the sign of the field term, so $E(-M,w)=E(M,-w)$. For $M=0$ the energy is even in $w$, and the small shift is of this even kind.

The same relation removes such shifts from the $\sigma$ lines. The $\sigma^-$ line with reversed $M_1,M_2$ has the energy of its $\sigma^+$ partner at $-w$. Therefore
\begin{equation}
x_{\rm fold}=\frac{E_{\sigma^+}-E_{\sigma^-}}{2w}
\end{equation}
contains only odd powers of the field in the numerator. The unknown line centre cancels as well. In practice, the lowest $\sigma^+$ line is paired with the highest $\sigma^-$ line, and so on. The remaining error in $g$ begins at order $w^2$, instead of order $w$ for $\sigma^+$ alone.

In the example, $\sigma^+$ alone gives an error of $2.2\times10^{-4}$ in $g_<$, and $8.9\times10^{-4}$ at four times the field: a factor of 4. Folding gives $3.1\times10^{-8}$ and $4.9\times10^{-7}$: a factor of 16. These are errors of the weak-field formula within this model, which omits the diamagnetic energy, not the accuracy of a measurement. The model also sets the spin $g$ factor to 2; the actual value $2.0023$ raises $g_<$ itself by about $1.2\times10^{-3}$, more than any of these errors.

\section{Errors of reading}

Suppose $S$ and $W$ have independent errors of standard deviation $\delta$. Inserting $D=(S-W)/(2J)$ in (\ref{inverse}) gives
\begin{equation}
g_>=\frac{S+W}{2},\qquad
g_<=\frac{(J-1)S+(J+1)W}{2J}.
\end{equation}
Adding the squared contributions,
\begin{equation}
\delta g_>=\frac{\delta}{\sqrt2},\qquad
\delta g_<=\frac{\sqrt{2J^2+2}}{2J}\,\delta .
\end{equation}
For $J=1/2$ the second is $1.58\,\delta$; for large $J$ it falls to $\delta/\sqrt2$. With $J=2$ and $\delta=0.010$ the formulas give $0.0071$ and $0.0079$. Random sampling gives $0.0070$ and $0.0078$.

\section{The ambiguous cases}

\textit{Exchange.} To first order in the field, which level is upper remains open in every case. The even shifts do not share this symmetry: in the model atom, exchanging the two levels reverses the sign of the shift of the middle $\pi$ line. Using this requires knowing the field-free line centre and the neighbouring fine-structure levels.

\textit{Plain triplet.} If $g_1=g_2$, then $D=0$ and each group collapses to one line at $x=qg$. With the normalized amplitudes $V_\pm/\sqrt2$ and $V_z$, the total strengths of the three groups are equal, since a sum over all $M_1,M_2$ has no preferred direction. (Without the factor $1/\sqrt2$, as in $f^2$ above, each $\sigma$ total is twice the $\pi$ total.) The totals therefore carry no information on $J$. A $0$--$1$ line looks the same: a level with $J=0$ has no magnetic shift and no observable $g$. Such a pattern yields one $g$ and no $J$.

\textit{Strengths unknown.} For unequal $J$ with $J\ge1/2$, the $\sigma^+$ positions are symmetric about $g_>$. The sign of $D$ is lost, and $g_<$ may be replaced by $g_>+D=2g_>-g_<$. In the example the rival value is $1.167$ instead of $1.500$.

\textit{Handedness unknown.} Reversing both $g$ factors interchanges $\sigma^+$ and $\sigma^-$, so their common sign is undetermined. If lines of the two groups also coincide, even $J$ can be lost. Let $J=3/2$ have $g=0$ and $J=1/2$ have $g=1$. The $\sigma^+$ lines lie at $-1/2$ and $+1/2$ with strengths $3:1$, and the $\sigma^-$ lines are their mirror image. Together they make two equal lines at $\pm1/2$. Two levels with $J=1/2$ and $g=1,0$ give the same lines, and the same $\pi$ pair.

\textit{Field unknown.} The line counts and relative strengths give the angular momenta as before. The energies contain only the products $wg_1$ and $wg_2$, so the $g$ factors are known only up to a common positive factor. Their ratio follows and, with handedness observed, so do their signs.

The first four cases were tested by grouping the 2704 catalogue entries, triplets included, by identical patterns. With handedness observed, no further ambiguity appeared, with or without strengths. Without it, eight patterns had the additional ambiguity caused by coincident lines; none had rival solutions with all $g$ factors positive. That last finding belongs to this finite catalogue and is not a general proof. The numerical output follows the text.

\section*{Computed results}
\begin{verbatim}
term separation: 2.50 eV
spin-orbit constant of each term: 0.020 eV
w = Bohr magneton * field: 5.00e-05 eV
the same field: 0.8638 T
field-free line energy: 2.5200 eV
field-free vacuum wavelength: 4920.01 angstrom
pi shift -1.6657e-05 eV, strength/group maximum 0.5559
pi shift -8.3341e-06 eV, strength/group maximum 0.8891
pi shift -4.1667e-09 eV, strength/group maximum 1.0000
pi shift +8.3325e-06 eV, strength/group maximum 0.8886
pi shift +1.6676e-05 eV, strength/group maximum 0.5552
sigma+ shift +5.0000e-05 eV, strength/group maximum 1.0000
sigma+ shift +5.8327e-05 eV, strength/group maximum 0.6665
sigma+ shift +6.6661e-05 eV, strength/group maximum 0.3998
sigma+ shift +7.5001e-05 eV, strength/group maximum 0.1998
sigma+ shift +8.3348e-05 eV, strength/group maximum 0.0666
sigma- shift -8.3319e-05 eV, strength/group maximum 0.0667
sigma- shift -7.4999e-05 eV, strength/group maximum 0.2002
sigma- shift -6.6673e-05 eV, strength/group maximum 0.4002
sigma- shift -5.8340e-05 eV, strength/group maximum 0.6669
sigma- shift -5.0000e-05 eV, strength/group maximum 1.0000
folded sigma positions (units of w): [1.      1.16667 1.33333 1.5     1.66667]
folded strengths / maximum: [1.     0.6667 0.4    0.2    0.0667]
lines per group pi, sigma+: 5, 5
strongest S, weakest W (units of w): 1.00000, 1.66667
signed spacing D = g> - g<: -0.16667
spacing in energy: 8.3333e-06 eV
spacing in wavelength: 0.01627 angstrom
recovered J>, J<: 3.0, 2.0
recovered g>, g<: 1.333333, 1.500000
Lande g (J=3), g (J=2): 1.333333, 1.500000
second g< if strengths unknown: 1.166667
error of g<, folded, at w and 4w: 3.09e-08, 4.94e-07
error of g<, sigma+ only, at w and 4w: 2.22e-04, 8.89e-04
assumed position error (units of w): 0.010
predicted errors of g>, g<: [0.00707 0.00791]
sampled errors of g>, g<: [0.00703 0.0078 ]
catalogue: level pairs 2704, non-triplets inverted 2184
catalogue largest J: 3.0; g from -1.50 to 1.50 in steps of 0.25
patterns with extra ambiguity without handedness: 8
of these, with rival solutions all having g > 0: 0
\end{verbatim}
